The tight-binding electron-phonon vertex from hopping gradients and velocity differences, part 1

(Sections cited here and not found follow in the second part.)

## One orbital: from moving bonds to velocity differences

Anyone who adds electron-phonon scattering to a tight-binding calculation must decide what to compute for the coupling. One choice is to differentiate every bond matrix with respect to the atomic positions. The cheaper choice is to take the band velocities, which are already at hand, and multiply their difference between the final and the initial state by one constant. The cheaper choice is correct for some models and wrong by tens of per cent for others, so the conditions behind it have to be known before it is used.

Consider a Bravais lattice of N atoms at sites R_i with periodic boundary conditions and one atom in each cell. Each atom carries a few orbitals, labelled μ, that move rigidly with it. For the present they are orthonormal. Hartree atomic units are used, so ħ = 1 and a velocity is the derivative of an energy with respect to a wavevector. The Hamiltonian block between atom i and atom j is assumed to depend on nothing but the vector from i to j, and is written T(R) with R = R_j − R_i. This is the two-centre assumption. The on-site block T₀ is held fixed when atoms move. Since the Hamiltonian is Hermitian, T(−R) = T(R)†.

Bloch sums are defined with the phase taken at the undisplaced sites:

|k,μ⟩ = N^(−1/2) Σ_i e^{ik·R_i} |i,μ⟩.

In the undisplaced lattice the matrix element between two of them with the same k is (1/N) Σ_ij e^{−ik·R_i} T(R_j − R_i) e^{ik·R_j}, plus the on-site block. The summand depends on R_j − R_i alone, so the sum over i cancels 1/N and leaves

H(k) = T₀ + Σ_R T(R) e^{ik·R}.

Now let atom i move by u_i. The bond vector from i to j changes from R to R + u_j − u_i. To first order in the displacements,

δT_ij = (u_j − u_i)·∇T(R_j − R_i),   (1)

where ∇ acts on the bond vector. The gradient at the atom j end has a plus sign and that at the atom i end a minus sign, because moving i forward shortens R by the same vector. If all atoms move together, u_j = u_i and every δT_ij is zero. This is the origin of the vanishing coupling at long wavelength.

Take one Fourier component of the displacement, u_i = U e^{iq·R_i}. A real displacement is the sum of such a component and its complex conjugate, and since (1) is linear the components can be treated one at a time. Inserting the component in (1) and projecting on Bloch sums gives

⟨k'|δH|k⟩ = (1/N) Σ_ij e^{−ik'·R_i} U·∇T(R_j − R_i) [e^{iq·R_j} − e^{iq·R_i}] e^{ik·R_j}.

Here and below the orbital indices are understood, so that the left side is a matrix. Put R_j = R_i + R in both terms. The phase of the first term becomes

e^{−ik'·R_i} e^{i(k+q)·(R_i+R)} = e^{i(k+q−k')·R_i} e^{i(k+q)·R},

and that of the second becomes

e^{−ik'·R_i} e^{iq·R_i} e^{ik·(R_i+R)} = e^{i(k+q−k')·R_i} e^{ik·R}.

Both contain the same factor in R_i. Its sum over i is N if k' equals k + q up to a reciprocal lattice vector, and zero otherwise. A reciprocal lattice vector does not change e^{i(k+q)·R}, which may therefore be written e^{ik'·R}. With the definition

Γ(k) = Σ_R ∇T(R) e^{ik·R},   (2)

the result is

⟨k'|δH|k⟩ = U·[Γ(k') − Γ(k)],  k' = k + q.   (3)

For band states with orbital coefficients c at k and c' at k', normalized to c†c = 1, the vertex is

M(k',k) = c'† U·[Γ(k') − Γ(k)] c.   (4)

The displacement of the atom at one end of the bond has brought in Γ at the final wavevector, and that at the other end Γ at the initial wavevector. No condition on the energies has been used. Umklapp processes need no separate formula, because Γ is periodic in reciprocal space.

Equation (3) must also be consistent with a Hermitian Hamiltonian. Differentiating T(−R) = T(R)† with respect to R gives −(∇T)(−R) = [∇T(R)]†. The adjoint of (2) is then −Σ_R (∇T)(−R) e^{−ik·R}, and renaming −R as R turns this into −Γ(k). So Γ is anti-Hermitian. The reverse process uses the conjugate component, with amplitude Ū and wavevector −q, and has the matrix Ū·[Γ(k) − Γ(k')]. This is the adjoint of (3), as it should be.

The velocities enter when the gradients have a special form. Let each atom have one s-like orbital, with a hopping t that depends on the length of the bond. Its gradient points along the bond, ∇t = (R/|R|) t'(|R|). Suppose that one constant κ serves for every bond that is present:

∇t(R) = −κ R t(R).   (5)

The band energy is ε(k) = ε₀ + Σ_R t(R) e^{ik·R}, and its derivative is

v(k) = ∂ε/∂k = i Σ_R R t(R) e^{ik·R}.

Hence Σ_R R t(R) e^{ik·R} = −i v(k). Using (5) in (2),

Γ(k) = −κ Σ_R R t(R) e^{ik·R} = −κ (−i) v(k) = iκ v(k),

and (3) becomes the Barisic–Labbe–Friedel form

M(k',k) = iκ U·[v(k') − v(k)].   (6)

The factor i says that the coupling follows the gradient of the displacement, which for a plane wave is a quarter of a period out of phase with the displacement itself.

Condition (5) requires −t'(R)/(R t(R)) to be the same number on all bonds. If there is a single shell of neighbours at distance a, this is no restriction on the decay law, and κ = −t'(a)/(a t(a)). For exponential decay, t(R) = t exp[−β(R − a)], one has t' = −βt and

κ = β/a.

If several shells are present, (5) asks for d ln|t|/dR = −κR over all their lengths, which is satisfied by a Gaussian, t ∝ exp(−κR²/2). An exponential does not satisfy it. On the diagonal bonds of a square lattice, of length √2 a, the exponential law gives ∇t = −(β/√2a) R t. If v₁ and v₂ are the parts of the velocity that come from the first and the second shell, then

Γ(k) = i(β/a) [v₁(k) + v₂(k)/√2].

The total velocity with κ = β/a therefore gives the second shell too much weight by a factor √2.

These statements were tested on a square lattice of 8 × 8 atoms. The hoppings of the displaced lattice were differentiated numerically and projected on all plane waves, so that the selection rule and the vertex were tested together. For one shell, (6) agrees within 10⁻⁹ of the largest matrix element. With two exponential shells, and a wave with qa = (π/2, 3π/4) polarized along (0.6, 0.8), the gradient form (3) agrees to similar accuracy, whereas the velocity form misses by 0.078 of the largest element. The size of this miss depends on the wavevector and the polarization. With two Gaussian shells the velocity form is again accurate.

For a numerical case take the square lattice with nearest neighbours and the round values a = 6.0 bohr, t = −0.050 hartree and β = 0.50 per bohr, so that κ = 0.50/6.0 = 0.0833 bohr⁻². The band, with its on-site level set to zero, and the x component of its velocity are

ε(k) = 2t (cos k_x a + cos k_y a),  v_x(k) = −2ta sin k_x a.

Let an electron go from k = (π/4a, π/2a) to k' = (−π/4a, π/2a). Its energy is −0.0707 hartree in both states. Its velocity along x is

v_x(k) = −2(−0.050)(6.0) sin(π/4) = 0.4243

in atomic units, and v_x(k') = −0.4243. For a unit vector U along x,

M/i = 0.0833 × (−0.4243 − 0.4243) = −0.0707 hartree/bohr.

That this has the same digits as the band energy is an accident of the chosen β and k. The vertex is large because the velocity is reversed. A process that leaves the velocity unchanged has no coupling in this model. Since v_y depends on k_y alone here, a phonon with q along x and polarization along y does not couple either.

For small q the velocity difference can be expanded. With Cartesian indices α and γ, summed when repeated,

v_α(k+q) − v_α(k) = q_γ ∂²ε/∂k_α∂k_γ + O(q²),

so that

M(k+q,k) = iκ U_α q_γ ∂²ε/∂k_α∂k_γ + O(q²).   (7)

At fixed amplitude U the vertex vanishes at least linearly in q. Where the contracted second derivative is itself zero, for instance at k_x = π/2a for longitudinal motion along x in the band above, it vanishes faster.

The coefficient in (7) has a direct meaning. The displacement gradient of the wave is ∂u_α/∂x_γ = iq_γ U_α e^{iq·R_i}. Compare this with a uniform deformation u_α = η_αγ R_γ, in which each bond vector changes by δR_α = η_αγ R_γ while the Bloch phases k·R keep their undeformed values. The first-order change of the band energy is

δε = η_αγ Σ_R R_γ ∂_α t(R) e^{ik·R} = −κ η_αγ Σ_R R_α R_γ t(R) e^{ik·R}.

Differentiating ε(k) twice brings down (i)² R_α R_γ, so the last sum equals −∂²ε/∂k_α∂k_γ and

δε = κ η_αγ ∂²ε/∂k_α∂k_γ.   (8)

Setting η_αγ = iq_γ U_α reproduces (7). A long acoustic wave thus acts on the electron as a slowly varying strain. The antisymmetric part of η, which is a rotation, drops out of (8) because the second derivative is symmetric. In the example a longitudinal strain along x gives

δε/η_xx = −2κta² cos k_x a = −2(0.50)(6.0)(−0.050) cos(π/4) = 0.212 hartree.

The energy rises because stretching weakens a negative hopping. The same value, 0.2121 hartree, follows from the energies of the strained lattice and from the vertex at very small q.

The vanishing belongs to acoustic motion, in which neighbouring atoms move together as q → 0. Optical motion is different. Double the cell along x, and let atoms A move by +u and atoms B by −u along x, with the same displacement in every doubled cell. This is a phonon at the zone centre of the doubled lattice. The bond from A to the B on its right has length a − 2u, and that to the B on its left has length a + 2u. The off-diagonal element of the Bloch Hamiltonian is

h_AB(u) = t(a − 2u) e^{ik_x a} + t(a + 2u) e^{−ik_x a}.

Its derivative at u = 0, with t'(a) = −βt, is

dh_AB/du = −2t'(a) [e^{ik_x a} − e^{−ik_x a}] = −4i t'(a) sin k_x a = 4iβt sin k_x a.

The magnitude is 4β|t sin k_x a| = 2κ|v_x(k)|, or 0.0707 hartree/bohr at the k chosen above. This element does not vanish, but it connects two different bands. In the original cell the same motion has q = (π/a, 0), which reverses v_x, and (6) gives the same magnitude for the step from k to k + q. In the doubled cell these two states have the same wavevector and belong to the two folded bands, here at −0.0707 and +0.0707 hartree. Where the two bands are separate, the coupling to this phonon within one band is zero, because h_AB(0) = 2t cos k_x a is real and its derivative is imaginary. At k_x = ±π/2a the folded bands are degenerate, and the same element splits them linearly, by ±4β|t|u. This is the Peierls gap. Folding the zone has moved this phonon to the centre without changing the physics.

The fixed on-site level also deserves a comment. Suppose that the level of atom i shifts by Σ_R W(R)·(u_{i+R} − u_i), where u_{i+R} belongs to the neighbour at R_i + R. Projection gives an extra term U·Σ_R W(R)(e^{iq·R} − 1). For W of finite range it also vanishes as q → 0, but it depends on q alone and is no velocity difference. Such shifts, three-centre terms and the screening of the long-range Coulomb field are left out of the model.

For orthonormal orbitals that move rigidly with their atoms and two-centre bonds, the coupling is a difference of bond-gradient sums at the final and initial wavevectors, and for one s-like orbital it reduces to a velocity difference when (5) holds on every bond. What remains is to put in the amplitude of a lattice quantum, and to see what becomes of the velocity form when orbitals overlap or each atom carries several of them.
